# Do broken bonds at a dislocation core guarantee deep gap states?

## Question

I am trying to understand the electronic levels of a straight, impurity-free dislocation in an elemental semiconductor with the diamond structure. My reasoning is this:

1. Cutting and slipping the crystal leaves one broken bond per lattice repeat along the dislocation line.
2. A broken bond is an sp³ hybrid without a partner, and its energy lies between the bonding and antibonding bands.
3. The dislocation must therefore carry a band of deep gap states, half filled because each hybrid brings one electron.

Yet I am told that a reconstructed core can have a clean gap. Which step fails? And is pairing the orbitals enough to remove the levels?

## Answer

Steps 1 and 2 can both be correct for the core as constructed. Step 3 fails because it assumes that the atoms stay where the construction put them. If neighbouring broken hybrids move together and bond, the orbitals in step 2 no longer exist as unpaired orbitals. Pairing is not sufficient by itself, however: the new bonds must be strong, and no orbital may be left over. A model with four hybrids per atom shows all of this.

### The model and the perfect crystal

Take orthogonal hybrids, one electron per hybrid, two spin states per level, and the p level as energy zero. Write

$$H=A+B+D .$$

- $A$ acts within each atom: every element of its $4\times4$ block, diagonal included, is $-v$. The matrix of ones has eigenvalues 4, 0, 0, 0, so $A$ has eigenvalues $-4v$ and 0.
- $B$ couples the two hybrids of each bond by $-w$. The even combination has energy $-w$, the odd one $+w$.
- $D$ holds any further couplings at the core. Its norm $\delta$ is its largest eigenvalue in magnitude.

For any normalized state, $-4v\le\langle A\rangle\le0$. The $n$th level of a Hermitian matrix is the minimum, over all $n$-dimensional subspaces, of the largest expectation value in the subspace. Adding $A$ to a matrix $K$ changes each expectation value by between $-4v$ and 0, so the ordered levels obey

$$E_n(K)-4v\;\le\;E_n(K+A)\;\le\;E_n(K). \tag{1}$$

By the same argument, adding $D$ moves each ordered level by at most $\delta$.

In the perfect crystal, $M$ hybrids form $M/2$ bonds. $B$ then has $M/2$ levels at $-w$ and $M/2$ at $+w$. By (1), the lower half of the spectrum of $A+B$ lies at or below $-w$, and the upper half at or above $w-4v$. Both limits are reached at zero wavevector:

- Give the two hybrids of each bond equal amplitudes that depend only on the bond direction, and let the four amplitudes on an atom sum to zero. Then $A$ gives 0 and $B$ gives $-w$.
- Give the four hybrids of an atom equal amplitudes, with opposite signs on the two sublattices. Then $A$ gives $-4v$ and $B$ gives $+w$.

Hence

$$E_v=-w,\qquad E_c=w-4v,\qquad E_g=2w-4v,$$

with a gap if $2v<w$. There are $M$ electrons, so the lower $M/2$ levels are filled.

I use round parameters, $v=0.5$ eV and $w=3$ eV, which represent no particular material. They give $E_v=-3$ eV, $E_c=3-2=1$ eV and $E_g=4$ eV.

### The bare core: where your argument works

Consider a 30° partial dislocation. Let $\mathbf a_1,\mathbf a_2$ be primitive lattice vectors in the glide plane, with the line along $\mathbf a_2$ and $b=|\mathbf a_2|$. Slip a strip of the upper crystal by $(\mathbf a_1+\mathbf a_2)/3$. This vector is 0.408 cubic lattice constants long and makes 30° with the line.

Each upper atom had three bonds across the plane. Two lower neighbours remain at the bond length, 0.433 lattice constants. One old partner is now 0.829 away, and another lower atom has taken its place at 0.433. Inside the strip every atom therefore remains fourfold coordinated. At one end, a row of lower atoms loses a partner without gaining one. At the other end, lower atoms would acquire a fifth neighbour; leaving out that extra bond gives a row of upper atoms with one broken hybrid each. The model keeps all bonds within the upper crystal; in a real crystal, those near the ends of the strip are strained, and the atoms there shift from the positions given by a rigid slip. With these bonds kept, the strip ends in two opposite partials, each with one broken hybrid per $b$.

Let adjacent broken hybrids couple directly by $-t$. Without $A$, a row has energies

$$\rho(k)=-te^{ikb}-te^{-ikb}=-2t\cos kb .$$

If the cell contains $n_d$ broken hybrids, the matrix without $A$ has $(M-n_d)/2$ levels at $-w$, $n_d$ row levels between $-2t$ and $2t$, and $(M-n_d)/2$ levels at $+w$. Equation (1) keeps the first group at or below $E_v$ and the last at or above $E_c$. Each row level satisfies

$$\rho-4v\le E\le\rho .$$

All row levels lie inside the gap if $2t<w-4v$ and $-2t-4v>-w$. These are the same condition,

$$2t+4v<w .$$

Filling $M/2$ levels leaves $M/2-(M-n_d)/2=n_d/2$ of them to be filled in the gap, which is half. Within this one-electron model, the bare core is a one-dimensional metal.

For $t=0.2$ eV the condition reads $0.4+2.0=2.4<3$. Diagonalizing a periodic cell of 160 atoms gives a row band from $-0.87$ to $-0.13$ eV. Averaged over the levels at $kb=0$ and $kb=\pi$, 91% of their weight is on the broken hybrids. For this core and these parameters, your conclusion is correct. The depth depends on the ratio $v/w$: at half filling the row level sits near the hybrid energy $-v$, which is below $E_c=w-4v$ only if $w>3v$. The condition $2t+4v<w$ is sufficient, not necessary, but for a narrower gap the levels can leave it. With $v=1.76$ eV, $w=4.44$ eV and the same $t$, the model gap is 1.84 eV and the level at $kb=\pi/2$ lies about 0.8 eV above $E_c$. Step 2 is therefore not automatic either, and this model should not be used to place the levels of a real material.

### What pairing changes

Now let the row couplings alternate between $\tau$ within a pair and $\tau'$ between pairs. The period becomes $2b$. With $\theta=2kb$, the row by itself has the matrix

$$h(\theta)=-\begin{pmatrix}0&\tau+\tau'e^{-i\theta}\\ \tau+\tau'e^{i\theta}&0\end{pmatrix},$$

up to the choice of cell origin. Its square is $|\tau+\tau'e^{i\theta}|^2$ times the unit matrix, and its trace is zero, so

$$\varepsilon_\pm=\pm\sqrt{\tau^2+\tau'^2+2\tau\tau'\cos\theta}.$$

For $\tau=\tau'=t$ this is $\pm2t|\cos(\theta/2)|$: the branches touch at $\theta=\pi$, as a half-filled uniform row requires. For $\tau>\tau'$ they are separated by at least $2(\tau-\tau')$. The lower branch holds both electrons of each pair.

A split row band could still lie in the bulk gap, so the surrounding crystal must be included. Treat $\tau$ as a bond in $B$, with $\tau\le w$, and $\tau'$ as part of $D$. Every hybrid now has a bond partner. Half the levels of $B$ are at or below $-\tau$, and half are at or above $+\tau$. Adding $A$ and $D$ gives

$$E_{M/2}\le-\tau+\delta,\qquad E_{M/2+1}\ge\tau-4v-\delta .$$

There are consequently no levels in the window

$$-\tau+\delta<E<\tau-4v-\delta, \tag{2}$$

which is open if $\tau>2v+\delta$. The distance from either end of the window to the nearby bulk edge is

$$(-\tau+\delta)-(-w)=(w-4v)-(\tau-4v-\delta)=w-\tau+\delta .$$

This is an upper bound on the depth of a leftover level: none can lie further inside the gap, measured from its own bulk edge. If $\tau=w$ and $\delta=0$, it vanishes and the whole bulk gap is empty. The proof of (2) uses no lattice order, only that every hybrid has a partner and that no bond is weaker than $\tau$. A set of hybrids paired at random, with bond strengths between $\tau$ and $w$, was tested against (2) with $\delta=0$ and satisfied it.

### Numbers for a slightly weakened core bond

Take $\tau=2.7$ eV and $\tau'=0.1$ eV. Each hybrid has one $\tau'$ neighbour, so $D$ has eigenvalues $\pm\tau'$ on the rows and $\delta=0.1$ eV. The guaranteed window runs from

$$-2.7+0.1=-2.6\ \text{eV}\quad\text{to}\quad2.7-2.0-0.1=0.6\ \text{eV}.$$

The diagonalization, sampled along the line wavevector, puts the highest occupied level at $-2.76$ eV. This is 0.24 eV above $E_v$, within the allowed $3.0-2.7+0.1=0.4$ eV. The middle of the gap is empty, but the gap is not perfectly clean.

The lowest empty level is at 1.009 eV, slightly above the bulk edge at 1 eV. The perfect-crystal edge state needs opposite signs on bonded atoms, while pairing joins two atoms of the same sublattice. That state therefore cannot exist unchanged in the reconstructed finite cell. The 9 meV offset is a finite-size effect: it falls to about 2 meV when the cell is doubled in both directions across the line, and to about 1 meV when it is tripled.

### When pairing does not clear the gap

**Weak bonds.** With $\tau'=0$, equation (1) places the pair levels in $[-\tau-4v,-\tau]$ and $[\tau-4v,\tau]$. Both intervals lie inside the gap if $\tau<w-4v$, here 1 eV. This is a sufficient condition for the levels to remain, not the point at which they leave. At $\theta=0$ the two cores together give:

| $\tau$ (eV) | Highest occupied (eV) | Levels in gap |
|---:|---:|---:|
| 0.5 | −0.96 | 4 |
| 1.5 | −1.87 | 4 |
| 2.0 | −2.30 | 2 |
| 2.7 | −2.83 | 2 |
| 3.0 | −3.00 | 0 |

At $\tau=2$ eV no hybrid is unpaired, yet a level remains 0.70 eV above $E_v$. A weak bond can produce a gap level too.

**Missing partners.** If one hybrid in every three along each row stays single, levels return near $-0.5$ eV, about 2.5 eV above $E_v$ and 1.5 eV below $E_c$. This calculation describes a periodic array of such faults, not one isolated fault.

### Does the core gain energy by pairing?

The electrons do in this example. Per orbital, the uniform half-filled row has hopping energy

$$2\int_{-\pi/2}^{\pi/2}\frac{dx}{2\pi}(-2t\cos x)=-\frac{4t}{\pi}\approx-0.25\ \text{eV},\qquad x=kb,$$

or $-0.51$ eV for two orbitals. Two electrons in a bond of strength $\tau$ have $-2\tau=-5.4$ eV. The estimated gain is $5.4-0.51\approx4.9$ eV per pair; the full calculation, which includes the surrounding hybrids and $\tau'$, gives 4.7 eV.

This is not a net reconstruction energy. The elastic cost of moving the atoms and the change in their repulsion must be subtracted, and the model contains neither. It shows what a given reconstruction does to the levels, not which geometry a material adopts. It also omits electron repulsion, charge transfer, long-range strain and impurities, any of which may alter the levels.

For a real core, then, counting the bonds cut in the construction does not settle the matter. One has to ask which orbitals remain unpaired after relaxation, and how strong the new bonds are. The numerical output below lists the bare core's gap levels at each sampled wavevector, and the highest occupied and lowest empty levels of the paired core.

## Values computed for the example and the checks

```
v = 0.50 eV, w = 3.00 eV, t = 0.20 eV
tau = 2.70 eV, hopping between pairs = 0.10 eV
supercell: 160 atoms, 640 hybrids, 4 broken
cells across line 10, along line 2, layers 4
Burgers vector length = 0.4082 lattice constants
angle of Burgers vector to line = 30.0 degrees
ideal bond length = 0.4330 lattice constants
old bond after slip = 0.8292 lattice constants
bulk valence top = -3.000 eV
bulk conduction bottom = 1.000 eV
bulk gap = 4.000 eV
bare core, four gap levels at each theta:
  theta/pi 0.00: -0.870 -0.870 -0.133 -0.133 eV
  theta/pi 0.25: -0.842 -0.842 -0.161 -0.161 eV
  theta/pi 0.50: -0.761 -0.761 -0.240 -0.240 eV
  theta/pi 0.75: -0.641 -0.641 -0.359 -0.359 eV
  theta/pi 1.00: -0.500 -0.500 -0.500 -0.500 eV
bare row band: -0.870 to -0.133 eV
splitting at half filling, theta = pi: 0.0006 meV
weight of gap levels on broken hybrids (theta 0) = 0.913
paired core, guaranteed empty: -2.600 to 0.600 eV
paired core, highest occupied = -2.760 eV
paired core, lowest empty = 1.009 eV
paired core, computed gap = 3.769 eV
highest occupied above valence top = 0.240 eV
lowest empty below conduction = -0.009 eV
band energy gain per pair = 4.70 eV
scan at theta 0, no hopping between pairs:
  tau (eV), highest occupied (eV), lowest empty (eV), gap levels
  0.5  -0.962  -0.042  4
  1.0  -1.420  0.400  4
  1.5  -1.869  0.812  4
  2.0  -2.301  1.010  2
  2.5  -2.695  1.010  2
  2.7  -2.834  1.009  2
  3.0  -3.000  1.009  0
gap levels at tau = w, all theta: 0
pairing fault levels = -0.493, -0.493 eV
random network: top -2.720, bottom 1.054 eV
random network guaranteed empty: -2.700 to 0.700 eV
```
